\section*{Why the In-Plane Valleys of Silicon (001) Inject Weakly through Oxide}

\section{Definitions and conventions}

The interface is the plane $z=0$. Silicon fills $z<0$ and oxide fills $z>0$, with $z$ along $[001]$. A vector $\mathbf k$ without further mark is the transverse wavevector, parallel to the interface, and $k=|\mathbf k|$. Energies $E$ are measured from the silicon conduction-band edge, $m_0$ is the free-electron mass, and $e>0$. The field strength $F>0$ is signed so that the electron is pulled towards $+z$; its band-edge energy in the oxide is then $\varphi-eFz$, with $\varphi$ the barrier height.

Silicon has six conduction valleys at a fraction $f\simeq0.85$ of $2\pi/a$ along the cubic axes, where $a$ is the lattice constant. Two lie along $\pm z$ (the normal valleys) and four along $\pm x,\pm y$ (the in-plane valleys). With $\mathbf q$ the displacement from the valley centre,
\begin{equation}
E=\frac{\hbar^2}{2}\left(\frac{q_x^2}{m_x}+\frac{q_y^2}{m_y}+\frac{q_z^2}{m_z}\right).
\label{si}
\end{equation}
One of the three masses is the longitudinal $m_l$ and two are the transverse $m_t$. Normal valleys have $m_z=m_l$; in-plane valleys have $m_z=m_t$.

The model makes four assumptions.
\begin{enumerate}
\item The interface is specular: it conserves energy, and it conserves $\mathbf k$ up to a reciprocal vector of the unreconstructed surface.
\item The oxide has one isotropic parabolic band of mass $m_{ox}$ centred at zero wavevector.
\item The envelope $\psi$ and the quantity $\partial_z\psi/m$, with $m$ the mass along $z$ on each side, are continuous at $z=0$. This conserves the normal current.
\item The electron is captured by a short-range trap at depth $d$, and the oxide potential continues unchanged beyond it. A localized trap contains all transverse wavevectors, so no collector band has to be matched.
\end{enumerate}
The measure of injection is $D$, the electron density at $z=d$ per unit incident density.

The example uses rough values for a thin-oxide charge-trap memory cell: $d=2$ nm, $F=8$ MV/cm, $\varphi=3.1$ eV, $m_{ox}=0.5\,m_0$, $m_l=0.916\,m_0$, $m_t=0.19\,m_0$, $a=0.543$ nm, at 300 K. Single-energy results take $q_x=q_y=0$ and $E=k_BT=0.0259$ eV.

\section{The transverse wavevector each valley carries}

The normal valleys sit at $(0,0,\pm f)\,2\pi/a$ and project onto $\mathbf k=0$. The in-plane valley on the $x$ axis projects onto $\mathbf K=(f,0)\,2\pi/a$, of length
\begin{equation}
K=0.85\,\frac{2\pi}{0.543\ \mathrm{nm}}=9.84\ \mathrm{nm^{-1}} .
\end{equation}

A surface reciprocal vector could in principle shorten it. The reciprocal vectors of the fcc lattice are $(2\pi/a)(h_1,h_2,h_3)$ with the integers all even or all odd. Their projections are $(2\pi/a)(h_1,h_2)$ with $h_1,h_2$ of equal parity, and
\begin{equation}
|\mathbf K+\mathbf G|^2=\left(\frac{2\pi}{a}\right)^2\left[(f+h_1)^2+h_2^2\right].
\end{equation}
If both integers are odd, $h_2^2\ge1$ and the bracket exceeds $f^2=0.72$. If both are even with $h_2\neq0$, it is at least 4. With $h_2=0$, the choice $h_1=0$ gives $f^2$, and the nearest alternative, $h_1=-2$, gives $1.15^2$. So $K$ is the shortest transverse wavevector available, and by symmetry this holds for all four in-plane valleys.

\section{The barrier added by the oxide}

In the oxide the envelope obeys
\begin{equation}
-\frac{\hbar^2}{2m_{ox}}\nabla^2\psi+(\varphi-eFz)\psi=E\psi .
\end{equation}
Since $\mathbf k$ is conserved, put $\psi=e^{i\mathbf k\cdot\mathbf r}\chi(z)$, with $\mathbf r$ in the plane. The transverse derivatives give $-k^2\psi$, and rearrangement gives
\begin{equation}
\chi''=\kappa^2\chi,\qquad
\kappa^2(z)=\frac{2m_{ox}}{\hbar^2}(\varphi-eFz-E)+k^2 .
\label{kappa}
\end{equation}
Equivalently $\kappa^2=2m_{ox}U/\hbar^2$, with
\begin{equation}
U(z)=\varphi-E-eFz+W,\qquad W=\frac{\hbar^2k^2}{2m_{ox}} .
\end{equation}

This is the origin of the effect. In silicon an electron at $\mathbf K$ sits at a band minimum, where equation \eqref{si} assigns it no energy. The oxide band has its minimum at $\mathbf k=0$, so the same wavevector costs $W$ there. The total energy is fixed, and the cost appears as extra barrier. For the in-plane valleys $W=7.37$ eV, more than twice $\varphi$. The effective barrier $U$ falls from 3.07 to 1.47 eV across the oxide for the normal valleys, and from 10.45 to 8.85 eV for the in-plane ones.

\section{Contribution 1: the exponent}

To solve \eqref{kappa} for slowly varying $\kappa$, write $\chi=A(z)\exp(-\int_0^z\kappa\,dz')$. Differentiating twice,
\begin{equation}
\chi''=\left(A''-2\kappa A'-\kappa'A+\kappa^2A\right)e^{-\int_0^z\kappa\,dz'} .
\end{equation}
Setting this equal to $\kappa^2\chi$ and dropping $A''$ leaves $2\kappa A'+\kappa'A=0$. Multiplied by $A$ this is $(\kappa A^2)'=0$, so $A\propto\kappa^{-1/2}$ and
\begin{equation}
\left|\frac{\chi(d)}{\chi(0)}\right|^2=\frac{\kappa(0)}{\kappa(d)}\,e^{-2S},\qquad S=\int_0^d\kappa\,dz .
\label{decay}
\end{equation}
The approximation needs $|\kappa'|/\kappa^2\ll1$. Since $\kappa\propto U^{1/2}$, $|\kappa'|/\kappa=eF/2U$. The worst place is the far face for the normal valleys, where $\kappa=4.40$ nm$^{-1}$ and $|\kappa'|/\kappa^2=0.8/(2\times1.474\times4.40)=0.06$.

Because $U$ is linear in $z$ with slope $-eF$,
\begin{align}
2S&=\frac{2\sqrt{2m_{ox}}}{\hbar}\int_0^d\sqrt{U(0)-eFz}\;dz\nonumber\\
&=\frac{4\sqrt{2m_{ox}}}{3\hbar eF}\left[U(0)^{3/2}-U(d)^{3/2}\right].
\label{S}
\end{align}

For the numbers, $\sqrt{2m_{ox}}/\hbar=\kappa(0)/\sqrt{U(0)}=6.352/\sqrt{3.074}=3.62$ nm$^{-1}$eV$^{-1/2}$, so the prefactor in \eqref{S} is $4\times3.62/(3\times0.8)=6.04$ eV$^{-3/2}$. Then
\begin{align}
\text{normal:}\quad 2S&=6.04\,(5.39-1.79)=21.7,\\
\text{in-plane:}\quad 2S&=6.04\,(33.76-26.31)=45.0 .
\end{align}
The difference, 23.25, is a factor $e^{-23.25}=8\times10^{-11}$.

\subsection{A simpler form and its limits}

Replacing $\kappa(z)$ by its value at mid-oxide turns $2S$ into $2d\kappa(d/2)$. With $\bar\kappa$ the mid-oxide value at $k=0$, the logarithm of the ratio is
\begin{equation}
L=-2d\left[\sqrt{\bar\kappa^2+K^2}-\bar\kappa\right].
\label{mid}
\end{equation}
Here $\bar\kappa=3.62\sqrt{3.074-0.8}=5.46$ nm$^{-1}$ and $L=-4\,(11.25-5.46)=-23.2$, within 1\% of the full difference.

For $K\ll\bar\kappa$ the square root expands to $\bar\kappa+K^2/2\bar\kappa$ and $L\simeq-dK^2/\bar\kappa$: the penalty is quadratic in $K$. For $K\gg\bar\kappa$, $L\simeq-2d(K-\bar\kappa)$: the transverse wavevector itself sets the decay length. Silicon lies between, with $K/\bar\kappa=1.8$. Further,
\begin{equation}
\frac{\partial L}{\partial\bar\kappa}=2d\left[1-\frac{\bar\kappa}{\sqrt{\bar\kappa^2+K^2}}\right]>0 .
\label{slope}
\end{equation}
At fixed $K$ and $d$, anything that lowers $\bar\kappa$ makes $L$ more negative. An oxide of the same thickness with a smaller $\bar\kappa$ therefore discriminates more strongly between the valleys, because the part of the decay that both share shrinks while $K$ does not.

\subsection{Second case: an oxide thick enough for Fowler--Nordheim emission}

At the same field, $U$ vanishes at depth $U(0)/eF$: 3.8 nm for the normal valleys and 13.1 nm for the in-plane ones. Beyond 3.8 nm a thicker oxide no longer adds to the normal exponent, while the in-plane exponent keeps growing up to 13.1 nm. For still thicker oxide both integrals end at $U=0$, the second term of \eqref{S} disappears, and the exponents stand in the ratio
\begin{equation}
\left(1+\frac{W}{\varphi-E}\right)^{3/2}=\left(\frac{10.45}{3.07}\right)^{3/2}=6.3 .
\end{equation}
Their difference is then $6.04\,(33.76-5.39)=171$. This holds for electrons at the valley centre and is not a thermal result. An in-plane electron displaced by 5.5 nm$^{-1}$ towards $\mathbf k=0$ costs 1.26 eV in equation \eqref{si}, a Boltzmann factor $e^{-49}$ at 300 K, but its exponent falls from 204 to about 36. Such electrons dominate the thermal average in thick oxide and reduce the separation from 171 to about 50. They also lie far outside the range where the parabolic valley is reliable, so the model gives no dependable thermal ratio for thick oxide.

\section{Contribution 2: the entrance}

Let the silicon wave be $e^{iq_zz}+re^{-iq_zz}$ and let the oxide envelope start at $\chi(0)=t$ with slope $-\kappa(0)t$. Continuity gives
\begin{equation}
1+r=t,\qquad \frac{iq_z}{m_z}(1-r)=-\frac{\kappa(0)}{m_{ox}}\,t .
\end{equation}
With $v=\hbar q_z/m_z$ and $u=\hbar\kappa(0)/m_{ox}$ the second relation reads $1-r=i(u/v)t$. Adding it to the first gives $2=t(1+iu/v)$, so
\begin{equation}
|t|^2=\frac{4v^2}{v^2+u^2},\qquad
D=\frac{4v^2}{v^2+u^2}\,\frac{\kappa(0)}{\kappa(d)}\,e^{-2S}.
\label{D}
\end{equation}

In the example $v\ll u$, so $|t|^2\simeq4v^2/u^2$. At equal normal energy $v^2=2E/m_z$, and the lighter normal mass favours the in-plane valleys by $m_l/m_t=4.8$. Their larger $\kappa(0)$ takes back a factor $3.07/10.45=0.29$. The product is 1.4, in line with the entrance factors 0.0259 and 0.0183.

\section{Weighing the two contributions}

Per valley, at the same energy:
\begin{center}
\begin{tabular}{ll}
Contribution & in-plane / normal\\
\hline
Entrance factor & $1.4$\\
Prefactor $\kappa(0)/\kappa(d)$ & $1.09/1.44=0.75$\\
Exponential & $8\times10^{-11}$\\
Product, $D_4/D_2$ & $8.5\times10^{-11}$
\end{tabular}
\end{center}
The densities are $D_2=9.6\times10^{-12}$ and $D_4=8.1\times10^{-22}$. The two prefactors nearly cancel and the exponential decides. If $K$ is set to zero while the in-plane normal mass is kept, the ratio becomes 4.7: without their transverse wavevector these valleys would inject more strongly than the normal ones.

Equation \eqref{kappa} with a linear potential has exact Airy-function solutions. With an outgoing wave beyond the barrier they give $D_2=1.00\times10^{-11}$ and $D_4=8.16\times10^{-22}$, so \eqref{D} is low by 4\% and 0.4\%. Part of the first error comes from the slope at the entrance. Differentiating $\kappa^{-1/2}e^{-\int\kappa}$ gives $-(\kappa+\kappa'/2\kappa)$ times the function, which for the normal valleys is 1\% less steep than $-\kappa$. This raises $|t|^2\propto u^{-2}$ by 2\%.

\section{Contribution 3: thermal spread}

Electrons occupy a cloud around each valley centre. For a Maxwellian bulk emitter all six valleys are equally populated, since they share the same three masses, and $D$ must be averaged over $\mathbf q$. An in-plane electron displaced towards the zone centre has $k=K+q_x$ with $q_x<0$ and decays more slowly. From the mid-oxide form,
\begin{equation}
\alpha=\frac{\partial(2S)}{\partial k}\simeq\frac{2dK}{\sqrt{\bar\kappa^2+K^2}}=\frac{4\times9.84}{11.25}=3.5\ \mathrm{nm}.
\end{equation}
Along its long axis the valley has a Gaussian distribution of variance $\sigma^2=m_lk_BT/\hbar^2=0.31$ nm$^{-2}$. Completing the square,
\begin{equation}
\langle e^{-\alpha q_x}\rangle=\int\frac{dq_x}{\sqrt{2\pi}\,\sigma}\,e^{-q_x^2/2\sigma^2-\alpha q_x}=e^{\alpha^2\sigma^2/2}\simeq6.7 .
\end{equation}
The mean normal energy is $k_BT/2$, not the $k_BT$ used so far, and $|t|^2$ is proportional to it, which halves the result to 3.4. This estimate omits the extra total energy of displaced electrons and their smaller $\kappa(0)$. The full numerical average of \eqref{D} gives a gain of 4.8 over the single-energy $D_4$.

The averages are $\langle D_2\rangle=5.7\times10^{-12}$ and $\langle D_4\rangle=3.9\times10^{-21}$. Four in-plane valleys against two normal ones then give
\begin{equation}
R=\frac{4\langle D_4\rangle}{2\langle D_2\rangle}=1.4\times10^{-9}.
\end{equation}
Averaging the exact Airy solution in place of \eqref{D} shifts this to $1.3\times10^{-9}$. For this bulk emitter, valley count and temperature together recover about one order of magnitude out of ten. At the field of the example the emitter is a quantized surface layer, and that gain is lost again (see the smaller corrections).

\section{Contribution 4: loss of specularity}

Suppose a fraction $\eta$ of the density entering the oxide from an in-plane valley is transferred to $k\simeq0$, with the entering density held fixed. By \eqref{decay} the transferred part decays less than the specular part by a factor $1/(6.0\times10^{-11})$. The two are equal at the far face when $\eta=6\times10^{-11}$. Well above that value the ratio per valley is roughly $1.4\,\eta$. The specular number is lost at once, whereas the statement that these valleys inject weakly survives while $\eta\ll1$ and fails as $\eta$ approaches one.

A two-dimensional grid solution of the oxide equation, which does not assume separation, tests both halves of this argument. The strip is four wavelengths $2\pi/K$ wide and periodic, with 64 points across it and steps of 0.01 nm in depth. For an entrance wave $e^{iKx}$ the density falls to a fraction $3.2\times10^{-20}$ of its entrance value over 2 nm, against $3.1\times10^{-20}$ from \eqref{decay}. For a uniform entrance the figures are $5.4\times10^{-10}$ and $5.2\times10^{-10}$. When $e^{iKx}$ is multiplied by one plus random noise of 1\% rms, the far density rises by $2\times10^4$. The size is as expected: white noise spreads its intensity $10^{-4}$ over 64 harmonics, about $1.6\times10^{-6}$ each, and the $k=0$ harmonic alone would then contribute $1.6\times10^{-6}/6.0\times10^{-11}=2.6\times10^4$ on average over noise patterns. Only the order of magnitude is meaningful: single patterns scatter from about $6\times10^3$ to $9\times10^4$, and the mean falls in inverse proportion to the number of grid points across the strip, because the grid step sets the correlation length of the noise.

An ordered interface can also shorten $K$. If the surface cell doubles along one edge (a $2\times1$ cell), the half vector $(2\pi/a)(\tfrac12,\tfrac12)$ becomes available, and subtracting it from $\mathbf K$ leaves $(0.35,-0.5)\,2\pi/a$, of length 7.06 nm$^{-1}$. The decay ratio rises from $6\times10^{-11}$ to $7\times10^{-7}$ if that component has full amplitude. A centred doubling, $c(2\times2)$, does far more: it supplies the vector $(2\pi/a)(1,0)$, which leaves only $0.15\,(2\pi/a)=1.74$ nm$^{-1}$ and a decay ratio of 0.3. An ordered interface or a crystalline oxide with that lateral period could therefore remove most of the suppression.

\section{Smaller corrections}

Each of these is varied alone, and the reference is the decay ratio $6\times10^{-11}$ unless stated.

\paragraph{Oxide mass.} Masses of 0.4 and $0.6\,m_0$ give $1.7\times10^{-11}$ and $1.7\times10^{-10}$. The lighter mass lowers $\bar\kappa$ and strengthens the discrimination, as \eqref{slope} requires.

\paragraph{Image force.} For a perfectly screening emitter and an oxide permittivity $\epsilon_{ox}=3.9\,\epsilon_0$, the image energy $-e^2/(16\pi\epsilon_{ox}z)$ adds to $-eFz$. The sum is largest where $e/(16\pi\epsilon_{ox}z^2)=F$, and its value there is $-\sqrt{e^3F/(4\pi\epsilon_{ox})}=-0.54$ eV, which is the drop of the barrier top. Silicon screens less completely, which weakens the image charge. Applying the 0.54 eV drop throughout the oxide gives $1.1\times10^{-11}$, again through a lower $\bar\kappa$. This overstates the effect, because the image energy falls as $1/z$ and is only 0.09 eV at mid-oxide.

\paragraph{Band curvature in the gap.} With $\Delta=\varphi-E-eFz$, a two-band oxide of gap $E_g$ has $\kappa^2=2m_{ox}\Delta(1-\Delta/E_g)/\hbar^2+k^2$. For a rough $E_g=9$ eV the exponent difference grows from 23.3 to 24.9.

\paragraph{Nitride behind the oxide.} If the band edge steps down by a rough 1 eV at $z=d$ with the mass unchanged, matching a decaying and a reflected wave to a decay constant $\kappa_n$ multiplies the density there by $[2\kappa(d)/(\kappa(d)+\kappa_n)]^2$. This is 1.63 for normal and 1.06 for in-plane valleys, so the ratio falls by roughly a third. The estimate treats the barrier behind the step as flat. For the normal valleys that barrier is only 0.47 eV high and falls with the field, which raises their factor somewhat and lowers the ratio a little further.

\paragraph{Quantization and degeneracy.} At this field the emitter is a surface layer. With a silicon permittivity of $11.7\,\epsilon_0$, continuity of the displacement gives the surface field $F_s=(3.9/11.7)F=2.7$ MV/cm. A triangular well with this field throughout and a hard wall at the interface has its lowest level at $2.338\,(\hbar^2e^2F_s^2/2m_z)^{1/3}$, where $-2.338$ is the first zero of the Airy function Ai. This is 0.34 eV (normal) and 0.57 eV (in-plane); screening by the layer itself lowers both. Tunnelling from these levels gives a decay ratio of $4\times10^{-11}$. Populations matter more. By Gauss's law the sheet density is $n=\epsilon_{ox}F/e=1.7\times10^{13}$ cm$^{-2}$. Two normal valleys with two spins have a density of states $2m_t/(\pi\hbar^2)$ per area, so at low temperature $n$ fills them to $\pi\hbar^2n/(2m_t)=0.11$ eV above their level. In this unscreened well the in-plane level would lie $0.23-0.11=0.12$ eV above the Fermi energy, with occupation near $e^{-0.12/0.0259}\approx0.01$. That is an underestimate: the layer's own charge screens the field and brings the two levels closer together, so the occupation at 300 K is 0.1 to 0.2. In a self-consistent (Hartree) layer with a hard wall the four in-plane valleys together hold only a fifth to a third as many electrons as the two normal ones, not twice as many, and their states lie farther from the interface, where the field is screened. The total ratio then falls to about $5\times10^{-11}$, so equal population overstates in-plane injection by a factor of 20 to 30. If in-plane valleys were filled to 0.11 eV above their own edge, their most favourably displaced electron would gain a factor of 340, still small against ten orders of magnitude.

\section{The model beside a real cell}

The thickness, barrier and field of the example are rough inputs. The assumption that real cells break most plainly is the first one. Their oxide is amorphous and has no lateral period, so nothing in it enforces conservation of $\mathbf k$, and interface roughness, phonons and defects scatter as well. For equally populated valleys the total ratio can then lie anywhere from $10^{-9}$ to order one, depending on $\eta$, which this model does not supply. Vertical cells with polycrystalline channels also lack a single (001) face. The value $10^{-9}$ therefore describes an ideal interface with a structureless oxide and equally populated valleys. It also relies on extending the parabolic oxide band to $\mathbf K$, where $W=7.4$ eV lies well outside the range in which a single effective mass is reliable. It should not be used as a design figure; for a real cell the valley dependence has to come from a model of the scattering or from measurement. The computed values are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant (rough input): 0.543 nm
valley position (rough input): 0.85 x 2pi/a
silicon longitudinal mass (rough input): 0.916 m0
silicon transverse mass (rough input): 0.19 m0
oxide mass (rough input): 0.5 m0
barrier (rough input): 3.1 eV
oxide thickness: 2 nm
oxide field: 8 MV/cm
voltage across oxide: 1.6 V
thermal energy at 300 K, used as E: 0.02585 eV
in-plane valley K: 9.836 1/nm
added barrier W: 7.371 eV
normal: effective barrier entrance, far face: 3.074, 1.474 eV
normal: kappa entrance, far face: 6.352, 4.398 1/nm
normal: exponent 2S: 21.74
in-plane: effective barrier entrance, far face: 10.446, 8.846 eV
in-plane: kappa entrance, far face: 11.708, 10.774 1/nm
in-plane: exponent 2S: 44.99
entry factor, normal valley: 0.01828
entry factor, in-plane valley: 0.02588
D normal, formula and Airy: 9.581e-12, 9.982e-12
D in-plane, formula and Airy: 8.127e-22, 8.156e-22
D in-plane / D normal, one valley each: 8.482e-11
same ratio if K were zero: 4.738
log ratio, exponent and midpoint: -23.254, -23.152
2D grid decay, k=0 and k=K: 5.357e-10, 3.232e-20
WKB decay, k=0 and k=K: 5.242e-10, 3.140e-20
irregular entrance, rms amplitude: 1 %
irregular / specular far density, 2D grid: 2.043e+04
thermal mean D, normal and in-plane: 5.704e-12, 3.882e-21
thermal gain of in-plane valley over D at E: 4.777
four in-plane / two normal, thermal: 1.361e-09
decay ratio K to 0 = critical nonspecular fraction: 5.990e-11
doubled surface cell: shortest k: 7.062 1/nm
doubled surface cell: decay ratio: 6.898e-07
oxide gap for two-band estimate (rough input): 9 eV
two-band log ratio (exponents only): -24.87
decay ratio, oxide mass 0.4 and 0.6 m0: 1.736e-11, 1.699e-10
image lowering of barrier top: 0.5435 eV
decay ratio with that lowering throughout: 1.104e-11
nitride band step (rough input): 1 eV
nitride factor on D, normal and in-plane: 1.629, 1.061
silicon surface field: 2.667 MV/cm
triangular-well levels, normal and in-plane: 0.336, 0.567 eV
decay ratio at those levels: 4.219e-11
Boltzmann factor of level difference: 1.298e-04
electron sheet density: 1.724e+13 1/cm2
Fermi energy, two normal valleys: 0.1086 eV
largest in-plane gain at that Fermi energy: 343.8
\end{verbatim}
